# How Atoms Landing on a Terrace Divide Between Its Two Steps

A growth calculation that follows steps rather than individual atoms must decide how to divide the atoms landing on each terrace between its two bounding steps. Giving each step half is simple. Giving everything to the ascending step is equally simple, and corresponds to an edge that no atom can descend. The choice between these rules, or of a value between them, depends on how the terrace width $L$ compares with two kinetic lengths:

$$
p_+=\frac{L/2+d_-}{L+d_++d_-}. \tag{1}
$$

Here $p_+$ is the fraction joining the ascending step. The length $d_+$ measures the difficulty of attachment at that step, and $d_-$ the difficulty at the descending step. An Ehrlich-Schwoebel barrier, the extra barrier for an atom stepping down over an edge, increases $d_-$.

## Geometry and assumptions

The terrace occupies $0<x<L$. At $x=0$ stands the ascending step, whose upper side lies at $x<0$; terrace atoms join it from below. At $x=L$ the surface drops by one level, and an atom must cross the edge to join the descending step. Both steps are straight, so only motion along $x$ matters.

Atoms land uniformly at a rate $F$ per site. They do not desorb, form islands, or pass a step without joining it. They are dilute enough to move independently. The steps are treated as stationary while the atoms diffuse; the effect of their motion is calculated below.

Let $\rho(x)$ be the coverage, the mean number of adatoms per site. It is dimensionless, so a current such as $D\rho'$, with $D$ the diffusion constant, has the unit of length per time. Dividing it by the site spacing $a$ gives atoms per time in one lattice row perpendicular to the steps.

## First derivation: the balance of currents

In a steady state, deposition balances the divergence of the diffusion current. That current is $-D\rho'$ in the positive $x$ direction, so $(-D\rho')'=F$, or

$$
D\rho''+F=0. \tag{2}
$$

A step can also release atoms. Let $c_+$ and $c_-$ be the coverages at which attachment and detachment balance at the ascending and descending steps. With attachment velocities $k_+$ and $k_-$, the net currents into the steps are

$$
J_+=D\rho'(0)=k_+[\rho(0)-c_+],\qquad
J_-=-D\rho'(L)=k_-[\rho(L)-c_-]. \tag{3}
$$

The signs differ because atoms reach the ascending step by moving towards negative $x$ and the descending step by moving towards positive $x$. Define $d_+=D/k_+$ and $d_-=D/k_-$. Equation (3) then gives the end coverages

$$
\rho(0)=c_++\frac{d_+J_+}{D},\qquad
\rho(L)=c_-+\frac{d_-J_-}{D}. \tag{4}
$$

Integrating (2) from $0$ to $x$ gives

$$
D\rho'(x)=J_+-Fx. \tag{5}
$$

At $x=L$ the left side is $-J_-$, so $J_-=FL-J_+$: everything that lands is captured. A second integration, from $0$ to $L$, gives

$$
D[\rho(L)-\rho(0)]=J_+L-\frac{FL^2}{2}.
$$

Insert (4) on the left and replace $J_-$ by $FL-J_+$:

$$
D(c_--c_+)+d_-(FL-J_+)-d_+J_+=J_+L-\frac{FL^2}{2}.
$$

Moving all terms with $J_+$ to the right and all others to the left gives

$$
FL\left(\frac L2+d_-\right)+D(c_--c_+)=J_+(L+d_++d_-).
$$

With the abbreviation $S=L+d_++d_-$,

$$
J_+=FL\,\frac{L/2+d_-}{S}+\frac{D(c_--c_+)}{S}. \tag{6}
$$

If the two reference coverages are equal, the last term vanishes, and division by the total current $FL$ gives (1). The common value of the reference coverage drops out. The complementary fraction is

$$
p_-=1-p_+=\frac{L/2+d_+}{S}.
$$

Each step's share thus contains the kinetic length of the *other* step: resistance at one edge sends atoms to the opposite one.

If the reference coverages differ, the last term of (6) is a current that flows even without deposition, from the step with the higher reference coverage to the other. The ratio $J_+/(FL)$ is then a net balance, which may lie below zero or above one, and (1) no longer gives it.

The same solution gives the amount of material on the terrace. Take $c_+=c_-=0$. Integrating (5) from $0$ to $x$, with $\rho(0)=d_+J_+/D$ and $J_+=FLp_+$, gives

$$
\rho(x)=\frac FD\left[Lp_+(x+d_+)-\frac{x^2}{2}\right]. \tag{7}
$$

The averages of $x$ and $x^2$ over the terrace are $L/2$ and $L^2/3$, so the mean coverage is

$$
\bar\rho=\frac FD\left[\frac{L(L/2+d_+)(L/2+d_-)}{S}-\frac{L^2}{6}\right]. \tag{8}
$$

## Second derivation: the fate of one atom

Now divide the terrace into $N$ sites with centres $x_i=(i-\tfrac12)a$, so that $L=Na$. An atom hops to either neighbouring site at rate $h$. From site $1$ it joins the ascending step at rate $r_+$, and from site $N$ it joins the descending step at rate $r_-$. The atom is followed until its first capture.

Let $q_i$ be the probability that an atom now at site $i$ is captured by the ascending step. From an interior site the next hop goes left or right with equal probability, hence

$$
q_i=\tfrac12(q_{i-1}+q_{i+1}),
\qquad\text{or}\qquad
q_{i-1}-q_i=q_i-q_{i+1}.
$$

The decrease from one site to the next is therefore a constant, called $g$. At the two end sites, weighting each possible next event by its rate gives

$$
(r_++h)q_1=r_+\cdot1+h\,q_2,\qquad
(r_-+h)q_N=r_-\cdot0+h\,q_{N-1}.
$$

The first equation rearranges to $r_+(1-q_1)=h(q_1-q_2)=hg$, the second to $r_-q_N=h(q_{N-1}-q_N)=hg$. Thus

$$
q_1=1-\frac{hg}{r_+},\qquad q_N=\frac{hg}{r_-}. \tag{9}
$$

There are $N-1$ equal decreases between the end sites, so $q_1-q_N=(N-1)g$. Substituting (9) gives

$$
1=g\left(N-1+\frac h{r_+}+\frac h{r_-}\right). \tag{10}
$$

Define the lattice kinetic lengths

$$
d_\pm=a\left(\frac h{r_\pm}-\frac12\right). \tag{11}
$$

The two halves subtracted in (11) add up to the $-1$ in (10), so the bracket there equals $S/a$ and $g=a/S$. Counting back from site $N$,

$$
q_i=q_N+(N-i)g=\frac{ah/r_-+(N-i)a}{S}.
$$

Since $L-x_i=(N-i)a+a/2$ and $ah/r_-=d_-+a/2$, the numerator is $L-x_i+d_-$:

$$
q_i=\frac{L-x_i+d_-}{S}. \tag{12}
$$

Uniform landing makes the mean of $x_i$ equal to $L/2$, and averaging (12) gives (1) again, now for a lattice of finite spacing. Because $q_i$ is linear in position, the landing pattern enters through its mean alone. For non-uniform deposition with mean landing position $\bar x$, the fraction is $(L-\bar x+d_-)/S$.

## Why the two kinetic lengths are the same

It remains to show that (11) agrees with $d_\pm=D/k_\pm$. The lattice coverages $\theta_i$ obey, in a steady state without detachment,

$$
F+h(\theta_{i+1}+\theta_{i-1}-2\theta_i)=0
$$

at interior sites, and $F+h(\theta_2-\theta_1)-r_+\theta_1=0$ at site $1$. Introduce a fictitious $\theta_0$ for which the interior equation also holds at $i=1$. Subtracting the two equations for site $1$ leaves the condition $h(\theta_1-\theta_0)=r_+\theta_1$.

Try $\theta_i=\rho(x_i)+b$, where $\rho$ is the quadratic (7), $D=ha^2$ and $b$ is a constant. The second difference of a quadratic is $a^2\rho''=-F/h$, so the interior equation holds. For a quadratic one also has

$$
\rho(a/2)-\rho(-a/2)=a\rho'(0),\qquad
\rho(a/2)=\rho(0)+\frac a2\rho'(0)-\frac F{8h}.
$$

The condition at the ascending end becomes

$$
ha\rho'(0)=r_+\left[\rho(0)+\frac a2\rho'(0)-\frac F{8h}+b\right].
$$

Choosing $b=F/(8h)$ leaves $\rho(0)=a(h/r_+-\tfrac12)\rho'(0)$, which is the continuum condition $\rho(0)=d_+\rho'(0)$ with the length (11). Reflecting the terrace gives the same $b$ and the corresponding $d_-$ at the other end. The lattice coverage therefore lies above the continuum one by the constant $F/(8h)$, and the division of atoms is the same.

The half spacing in (11) belongs to the choice $L=Na$. If both edges are placed a distance $s$ further out, $L$ becomes $L+2s$ and each $d_\pm$ becomes $d_\pm-s$. Then $L/2+d_-$ and $S$ do not change, and neither does $p_+$. With $s=a/2$ the lengths take the form $a(h/r_\pm-1)$. The choice $L=Na$ has the advantage that $FL/a$ is the number of atoms landing per unit time on the $N$ sites of a row.

A value $r_+>2h$ makes $d_+$ negative, though never below $-a/2$. It describes attachment more than twice as fast as an ordinary hop, and the lattice result still holds.

## What each derivation assumes

The current balance needs a steady coverage. In return it gives the coverage itself, and it handles detachment: its fraction is one of net currents.

The single-atom argument needs neither a steady coverage nor a constant flux. The probability (12) does not depend on when the atom lands, so a pulse of uniform deposition is divided in the same ratio, once all its atoms have been captured. The argument does need the ratios between the hopping and capture rates to stay constant during an atom's stay on the terrace; a common factor that varies in time changes only how long the atom takes. It counts first captures, and atoms released later by a step are not in its account. With equal reference coverages the two fractions agree even when detachment occurs, because a uniform coverage $c_+=c_-$ carries no net current.

Both derivations assume independent atoms. Island nucleation breaks this assumption by adding new places of capture, and neither argument estimates when it begins.

## Limits

Subtracting one half from (1) gives

$$
p_+-\frac12=\frac{L+2d_--L-d_+-d_-}{2S}=\frac{d_--d_+}{2S}. \tag{13}
$$

The bias towards the ascending step thus comes from the difference of the kinetic lengths. If $d_+=d_-$, each step receives half, however slow attachment may be.

For $L\gg d_++d_-$ the bias falls as $(d_--d_+)/(2L)$: crossing the terrace takes over from attachment as the main resistance. In the opposite limit, $L\ll d_++d_-$ with both lengths non-negative, $p_+$ tends to $d_-/(d_++d_-)=k_+/(k_++k_-)$. The attachment velocities then decide. If each of the two lengths is much larger than $L$, the atom visits both edges many times before it is captured.

When $d_+$ is negligible, (13) becomes $d_-/[2(L+d_-)]$. At $L=d_-$ the ascending step then receives three quarters of the atoms. Equal division is then wrong by 0.25 in the fraction, and the error falls to 0.1 only at $L=4d_-$.

For $d_-\to\infty$ at fixed $L$, $p_+\to1$. The coverage stays finite, because the ascending step still drains the terrace: (8) tends to $(F/D)(L^2/3+Ld_+)$.

## A terrace of forty sites

Take round model parameters: $a=0.25$ nm, $N=40$, a temperature of 300 K, a diffusion barrier of 0.5 eV, an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and a flux of 0.01 atoms per site per second. Then $L=10$ nm, $h=3.98\times10^4\ \mathrm{s^{-1}}$ and $D=ha^2=2.49\times10^3\ \mathrm{nm^2\,s^{-1}}$.

Let attachment to the ascending step proceed at the ordinary hop rate, $r_+=h$. The descending step has an extra barrier $E=0.1$ eV with an unchanged attempt rate, so $r_-=h\,e^{-E/k_BT}$. With $k_BT=0.025852$ eV the factor $h/r_-$ is 47.85, and (11) gives

$$
d_+=0.25\,(1-0.5)=0.125\ \text{nm},\qquad
d_-=0.25\,(47.85-0.5)=11.84\ \text{nm}.
$$

The fraction is

$$
p_+=\frac{5+11.84}{10+0.125+11.84}=\frac{16.84}{21.96}=0.767.
$$

Of the 0.400 atoms landing per second in a row, 0.307 join the ascending step and 0.093 the descending one. The steady lattice equations, solved numerically without use of (1), give the same fraction.

By (12), an atom landing beside the ascending step joins it with probability 0.989. One landing beside the descending edge still has probability $(d_-+a/2)/S=0.545$ of ending at the ascending step. A single visit to the edge site rarely ends in a crossing, but the atom returns many times, and the outcome depends on whether it reaches the other step first. On a terrace of 160 nm, with the same barrier, the probability is only 0.07.

The coverage is $7.7\times10^{-6}$ at the first site and $1.12\times10^{-4}$ at the last. The larger coverage accompanies the smaller current: the current out of an end site is its coverage times its exit rate, and the exit rate at the descending edge is lower by the factor 47.85.

These numbers rest on the assumption that no islands form, and low coverage alone does not ensure it. By (8) the mean coverage is $\bar\rho=9.1\times10^{-5}$. Two adatoms then meet at a rate of order $h\bar\rho^2\approx3\times10^{-4}$ per site per second, up to a geometric factor between one and two that depends on how contact is defined. That is some 0.03 to 0.06 times per site during the 100 s in which one layer is deposited, so roughly one atom in ten meets another before reaching a step. The example therefore describes a surface on which such pairs soon break up again. If pairs were stable, islands would capture part of the deposit and (1) would not apply. The same condition holds for the table below, and it is far more demanding on the wider terraces. By (8) the mean coverage is $9\times10^{-4}$ at 40 nm and $1.0\times10^{-2}$ at 160 nm, and the same estimate gives about 3 and about 400 meetings per site per layer. At this flux those rows hold only if pairs are very weakly bound.

The width and the barrier change the result as follows, with all other parameters kept.

| $L$ (nm) | $E$ (eV) | $d_-$ (nm) | $p_+$ |
|---:|---:|---:|---:|
| 2.5 | 0.10 | 11.84 | 0.905 |
| 10 | 0.10 | 11.84 | 0.767 |
| 40 | 0.10 | 11.84 | 0.613 |
| 160 | 0.10 | 11.84 | 0.534 |
| 10 | 0.00 | 0.125 | 0.500 |
| 10 | 0.05 | 1.60 | 0.563 |
| 10 | 0.20 | 572 | 0.991 |

At 160 nm the kinetic lengths are small beside the width, and for stationary steps equal division errs by 0.034 in the fraction; step motion, treated below, adds about 0.01 in this row. At 10 nm it errs by 0.267. For this terrace, a barrier of 0.2 eV makes it reasonable to send everything to the ascending step, at an error of 0.009.

Unequal reference coverages can matter even when they are small. Let $c_+=10^{-4}$ and $c_-=0$. The last term of (6), divided by $a$, is

$$
-\frac{2.49\times10^3\times10^{-4}}{0.25\times21.96}=-0.045\ \mathrm{s^{-1}}
$$

per row, and the net fraction falls from 0.767 to 0.653. Dividing the last term of (6) by $FL$ shows that the fraction changes by $(c_--c_+)/(FLS/D)$. The coverage to compare with is therefore $FLS/D=8.8\times10^{-4}$, and a reference coverage of about one ninth of it lowers the fraction by 0.11.

## Moving steps

During growth the steps advance towards positive $x$. Consider a train of equal terraces moving at speed $v$, again with $c_+=c_-=0$. In the frame of the steps the adatoms drift towards negative $x$, and the current towards the ascending step is $Q=D\rho'+v\rho$. Steady balance gives $Q'=-F$, hence $Q=J_+-Fx$. Let capture in this frame obey $J_+=D\rho(0)/d_+$ and $J_-=D\rho(L)/d_-$. Integrating $Q$ over the terrace gives

$$
d_-(FL-J_+)-d_+J_++vL\bar\rho=J_+L-\frac{FL^2}{2}.
$$

Solving for $J_+$ as before, and dividing by $FL$,

$$
\frac{J_+}{FL}=\frac{L/2+d_-}{S}+\frac{v\bar\rho}{FS}.
$$

Each step receives $FL$ in total, part from each adjoining terrace, and the new crystal layer has one atom per site, so $v=FL$. The shift of the fraction is therefore

$$
\Delta p_+=\frac{L}{S}\,\bar\rho, \tag{14}
$$

where $\bar\rho$ is the mean coverage with moving steps. With this capture law and non-negative kinetic lengths, the shift cannot exceed $\bar\rho$. If the advancing step also takes in the atoms it overruns, so that $J_+=(D/d_++v)\rho(0)$, the same steps add $d_+\rho(0)/S$ to the shift, which is at most $\rho(0)$. If the receding step is treated likewise, $J_-=(D/d_--v)\rho(L)$, a further $d_-\rho(L)/S$ is added. In every case the shift is bounded by a coverage on the terrace. The steps may be treated as stationary when that coverage is small beside the accuracy wanted and beside the bias (13). With the static coverage (8), (14) gives $4\times10^{-5}$ for the example, and the term of the receding step raises this to $1\times10^{-4}$. On the 160 nm terrace, where $\bar\rho=1.0\times10^{-2}$, the fraction moves from 0.534 to 0.544, more than a quarter of the bias. A numerical solution with a deliberately large flux, in units where $L=D=1$, moves the fraction from 0.7556 to 0.7610, and the difference agrees with (14).

## Desorption

If atoms leave the surface after a mean time $\tau$, some reach neither step. Let $\lambda=\sqrt{D\tau}$ be the diffusion length, assumed much larger than $a$. The capture probability then obeys $\lambda^2q''=q$ in place of $q''=0$. The edge conditions are the continuum forms of those used for one atom, $1-q(0)=-d_+q'(0)$ and $q(L)=-d_-q'(L)$. The second is satisfied by

$$
q(x)=A\left[\sinh\frac{L-x}{\lambda}+\frac{d_-}{\lambda}\cosh\frac{L-x}{\lambda}\right].
$$

With $u=L/\lambda$, the first condition fixes

$$
\frac1A=\left(1+\frac{d_+d_-}{\lambda^2}\right)\sinh u+\frac{d_++d_-}{\lambda}\cosh u.
$$

The average of $q$ over the terrace is

$$
P_+=\frac Au\left[\cosh u-1+\frac{d_-}{\lambda}\sinh u\right].
$$

The fraction $P_-$ reaching the descending step follows by exchanging $d_+$ and $d_-$, which leaves $A$ unchanged. In the ratio $P_+/(P_++P_-)$ the factor $A/u$ cancels. Dividing by $\sinh u$ and using $(\cosh u-1)/\sinh u=\tanh(u/2)$ gives

$$
\frac{P_+}{P_++P_-}=\frac{W/2+d_-}{W+d_++d_-},\qquad
W=2\lambda\tanh\frac{L}{2\lambda}. \tag{15}
$$

Among captured atoms, the terrace thus divides its supply as if its width were $W<L$. For $\lambda\gg L$, $W$ tends to $L$ and (1) returns. For $\lambda\ll L$, $W$ tends to $2\lambda$, and the terrace width no longer matters: an atom landing many diffusion lengths from a step has little chance of reaching it. If the kinetic length of a step is not small beside $\lambda$, many of the atoms landing close to that step are lost as well.

For $\lambda=5$ nm in the example, $W=7.62$ nm and (15) gives 0.799. The lattice calculation gives the same share to three digits. Of all landed atoms, however, 0.442 reach the ascending step, 0.111 reach the descending step and 0.447 are lost. Equation (1), with its value of 0.767, describes neither the share nor the absolute fraction here. The numerical output below gives the lattice values with further digits.

## Table of computed values

```
lattice spacing a = 0.25 nm, sites = 40, L = 10.00 nm
temperature = 300 K, kT = 0.025852 eV
diffusion barrier = 0.5 eV, extra step barrier = 0.1 eV
attempt rate = 1.0e+13 1/s, flux = 0.01 per site per s
hop rate in each direction = 3.9845e+04 1/s
diffusion constant = 2.4903e+03 nm^2/s
exit rate over descending step = 8.3261e+02 1/s
barrier factor exp(E/kT) = 47.855
kinetic length, ascending side dp = 0.1250 nm
kinetic length, descending side dm = 11.8387 nm
L/2 + dm = 16.8387 nm, L + dp + dm = 21.9637 nm
fraction to ascending step, formula = 0.766661
fraction to ascending step, lattice = 0.766661
fraction to descending step, lattice = 0.233339
atoms landing per s per lattice row = 0.4000 1/s
current to ascending step = 0.30666 1/s per row
current to descending step = 0.09334 1/s per row
capture probability by ascending step, first site = 0.98862
capture probability by ascending step, last site = 0.54470
coverage, first site = 7.6965e-06, last site = 1.1210e-04
mean coverage, continuum = 9.0852e-05, lattice = 9.0893e-05
estimated shift of fraction by step motion = 4.14e-05
Terrace width scan at the same barrier (lattice):
  L = 2.5 nm: fraction up = 0.90493
  L = 10.0 nm: fraction up = 0.76666
  L = 40.0 nm: fraction up = 0.61271
  L = 160.0 nm: fraction up = 0.53406
Step barrier scan at L of the example (lattice):
  E = 0.00 eV: dm = 0.125 nm, fraction up = 0.50000
  E = 0.05 eV: dm = 1.604 nm, fraction up = 0.56306
  E = 0.10 eV: dm = 11.839 nm, fraction up = 0.76666
  E = 0.20 eV: dm = 572.397 nm, fraction up = 0.99120
reference coverage 1e-04 at ascending step only:
  change of current = -0.04535 1/s per row
  net fraction up = 0.65328
with desorption, diffusion length before desorption = 5.00 nm:
  up = 0.44169, down = 0.11104, lost = 0.44726
  share of captured atoms going up = 0.79910
Exaggerated moving-step test (L = D = 1, dimensionless):
  flux = 0.05, dp = 0.05, dm = 1.2, mean coverage = 0.012338
  static fraction = 0.755556, moving fraction = 0.761039
  shift = 0.005484, L*mean/(L+dp+dm) = 0.005484
```
